Threshold current of a spin-torque oscillator from its subthreshold power

**The problem**

A direct current I passes through a nanopillar containing a fixed magnetic reference layer and a thin free layer. Thermal agitation makes the free magnetization precess weakly, the resistance follows it, and a microwave power P reaches the load. P is integrated over the spectral line after subtraction of the background. The quantity

y = I²/P

is the inverse of the power after its division by I². It is 4 arbitrary units at I₁ = 1.0 mA and 2 at I₂ = 1.5 mA, and it is reported to fall linearly between them.

(a) At what current does the equilibrium lose stability and self-oscillation begin?

(b) What spin-torque efficiency η does this threshold imply for the following device? The free layer is an ellipse of 130 × 70 × 4 nm with saturation magnetization M_s = 800 kA/m, damping α = 0.01 and moment M_s V = 2.287×10⁻¹⁷ A m². Its equilibrium direction is x, in the plane. The applied field along x is B_a = 0.08 T, the anisotropy field B_k = 0.02 T and the demagnetizing field B_d = 0.90 T. The reference layer is tilted in the plane by β = 30° from x. The temperature is T = 300 K.

Here e and γ are positive, with γ in rad s⁻¹ T⁻¹, and positive current opposes damping. The free layer is treated as a macrospin, a single unit vector m.

**A first estimate by scaling**

Each electron carries spin angular momentum ħ/2, and I/e electrons pass per second. If a fraction η of the spin is transferred, the layer receives angular momentum at the rate ηħI/(2e). Its own angular momentum is M_s V/γ. The ratio is the torque rate

a = γħηI/(2e M_s V).

The component of the spin polarization along x opposes damping, at the rate s = a cos β.

Let Γ₀ be the amplitude damping rate without current. The net rate is Γ₀ − s. Thermal agitation feeds the motion steadily, so the mean square amplitude scales as 1/(Γ₀ − s). The signal voltage is current times resistance change, so P scales as I²/(Γ₀ − s), and

y ∝ Γ₀ − s ∝ I_th − I.

Since y halves between the readings, the distance to threshold halves too:

I_th − 1.0 mA = 2 (I_th − 1.5 mA), so I_th = 2.0 mA.

For η a value of Γ₀ is needed. The stiffness fields for in-plane and out-of-plane deflection are

B₁ = B_a + B_k = 0.10 T, B₂ = B_a + B_k + B_d = 1.00 T.

The precession frequency scales as γ√(B₁B₂), and the simplest guess is Γ₀ ≈ αγ√(B₁B₂). Setting s = Γ₀ at threshold gives

η ≈ 2eα M_s V √(B₁B₂)/(ħ cos β I_th) ≈ 0.127.

Two points are left open: whether y is really linear in I for elliptical precession, and whether this guess for Γ₀ is right.

**The linear equations of motion**

The Landau–Lifshitz–Gilbert equation with spin torque is

dm/dt = −γ m×B + α m×dm/dt + a m×(m×p),

with p = (cos β, sin β, 0) and B = (B_a + B_k m_x, 0, −B_d m_z). For small motion write m ≈ (1, u, w) and keep first order in u and w.

The field torque has the components

(m×B)_y = w(B_a + B_k) + B_d w = B₂w,
(m×B)_z = −u(B_a + B_k) = −B₁u.

The damping term contributes −α dw/dt along y and +α du/dt along z. For the spin torque, m×(m×p) = m(m·p) − p, with m·p = cos β + u sin β. To first order its y component is u cos β − sin β and its z component is w cos β.

The constant push −a sin β displaces the equilibrium. The displaced rest point obeys

s u₀ − γB₂w₀ = a sin β, γB₁u₀ + s w₀ = 0.

At 1.5 mA the numerical solution is u₀ = 9.8×10⁻⁵ and w₀ = −2.4×10⁻³, which is tiny. Measuring u and w from this point removes the constant. The displacement also changes the coefficients at relative order α². That change is dropped here; it moves the threshold found below from 2.0000 to 1.9998 mA. The equations are then:

du/dt + α dw/dt = s u − γB₂w,
dw/dt − α du/dt = γB₁u + s w.

Subtracting α times the second equation from the first eliminates dw/dt. Adding α times the first to the second eliminates du/dt. The results are

(1+α²) du/dt = (s − αγB₁)u − (γB₂ + αs)w,
(1+α²) dw/dt = (γB₁ + αs)u + (s − αγB₂)w.

Call the matrix of coefficients A, after division by 1+α². Its trace is

τ = [2s − αγ(B₁+B₂)]/(1+α²).

For its determinant Δ, multiply out:

(1+α²)²Δ = (s − αγB₁)(s − αγB₂) + (γB₂ + αs)(γB₁ + αs).

The terms ∓αγs(B₁+B₂) cancel. What remains is (1+α²)(s² + γ²B₁B₂), so

Δ = (s² + γ²B₁B₂)/(1+α²).

**The threshold**

The eigenvalues of A are τ/2 ± √(τ²/4 − Δ). Since Δ > 0, stability is lost when τ changes sign, that is at

s = αγ(B₁+B₂)/2.

Inserting s = γħη cos β I/(2e M_s V) and solving for the current gives

I_th = eα M_s V (B₁+B₂)/(ħη cos β).

With r = I/I_th, the amplitude decay rate of the oscillation is

Γ = −τ/2 = αγ(B₁+B₂)(1−r)/[2(1+α²)].

The damping rate without current therefore contains the arithmetic mean of the stiffness fields, not the geometric mean guessed above.

**The thermal amplitude**

Thermal agitation is represented by a random field with independent components, ⟨b_i(t)b_j(t′)⟩ = 2D δ_ij δ(t−t′). The torque −γ m×b adds γb_z to the right side of the first equation of motion and −γb_y to that of the second. The same elimination as before turns these into

n_u = γ(b_z + αb_y)/(1+α²), n_w = γ(−b_y + αb_z)/(1+α²).

Their cross-correlation is proportional to α − α = 0. Each has the strength

N = 2Dγ²(1+α²)/(1+α²)² = 2Dγ²/(1+α²).

Let U = ⟨u²⟩, W = ⟨w²⟩ and C = ⟨uw⟩. In the stationary state their time derivatives vanish:

2A₁₁U + 2A₁₂C + N = 0,
2A₂₁C + 2A₂₂W + N = 0,
A₂₁U + τC + A₁₂W = 0.

Multiply the second equation by A₁₂/2 and replace A₁₂W by −A₂₁U − τC from the third:

(A₁₂A₂₁ − A₂₂τ)C = A₂₂A₂₁U − NA₁₂/2.

Because τ = A₁₁ + A₂₂, the bracket equals −(Δ + A₂₂²). Now multiply by A₁₂ and use A₁₂C = −(N/2 + A₁₁U) from the first equation:

(Δ + A₂₂²)(N/2 + A₁₁U) = A₁₂A₂₁A₂₂U − NA₁₂²/2.

Collecting U on the left gives the coefficient

A₁₁Δ + A₂₂(A₁₁A₂₂ − A₁₂A₂₁) = τΔ,

and therefore

U = −N(Δ + A₁₂² + A₂₂²)/(2τΔ).

To insert the matrix elements, set s = αγS, where S = r(B₁+B₂)/2. In the sum of squares the cross terms cancel again:

(1+α²)²(A₁₂² + A₂₂²) = (γB₂ + αs)² + (s − αγB₂)² = (1+α²)(γ²B₂² + s²).

Also −N/(2τ) = γD/[α(B₁+B₂)(1−r)]. Hence

U = γD/[α(B₁+B₂)(1−r)] · [B₂(B₁+B₂) + 2α²S²]/[B₁B₂ + α²S²].

Equilibrium at I = 0 fixes D. There S = 0 and U = γD/(αB₁). The magnetic energy for small deflection is M_s V(B₁u² + B₂w²)/2, so equipartition demands U = kT/(M_s V B₁). This gives D = αkT/(γM_s V). The current is assumed not to alter D.

For α²S² much smaller than B₁B₂ the result becomes

U = kT/[M_s V B₁(1−r)].

For the matrix A, the leading relative correction to this follows by expanding the second fraction:

2α²S²/[B₂(B₁+B₂)] − α²S²/(B₁B₂) = −α²S²(B₂−B₁)/[B₁B₂(B₁+B₂)].

At r = 0.95, S = 0.5225 T and the correction is −2.2×10⁻⁴. This agrees with the largest deviation, 0.022 %, found between 0 and 1.9 mA by solving the covariance equations numerically for a polarizer along x with rate s. The factor multiplying α² grows as B₂/B₁: for B₁ = 5 mT and the same B_d the correction at r = 0.95 is −4×10⁻³ for the matrix A. For so soft a layer this number is only formal. With the displacement by the tilt, discussed next, the deviation becomes +2.4×10⁻², and at 300 K the linear law gives an rms angle of 49°, far outside small-angle theory. The displacement of the rest point by the tilt (w₀ of order α, u₀ of order α²) changes the coefficients at relative order α², and this change is amplified by 1/(1−r), because it shifts the threshold. With it included, for B₁ = 0.10 T the deviation is +0.01 % at 1.5 mA and +0.20 % at 1.9 mA.

Circular precession, B₁ = B₂ = B, is an instructive second case. The second fraction is then (2B² + 2α²S²)/(B² + α²S²) = 2 for any α, and the 1/(1−r) law holds without correction for the matrix A, that is with the displacement of the rest point neglected. The arithmetic and geometric means also coincide, so the guess Γ₀ = αγB becomes right up to the factor 1+α².

**From motion to emitted power**

The resistance is lowest when the two layers are parallel and is taken to vary as −(ΔR/2) m·p, where ΔR is its full change. To first order the fluctuation is

δR = −(ΔR/2) sin β u.

The tilt is needed for this signal: at β = 0 it vanishes.

A load R_L is connected through a blocking capacitor, which holds the mean voltage IR₀. If the load carries the current i, the device carries I − i, and

(I − i)(R₀ + δR) = IR₀ + iR_L, so i = IδR/(R₀ + R_L + δR).

Dropping the small δR in the denominator and averaging i²R_L gives

P = I² (ΔR/2)² sin²β U R_L/(R₀+R_L)².

The load current also acts back on the torque, because the device carries I − i = I[1 + (ΔR/2) sin β u/(R₀+R_L)]. The push −a sin β then gains the term −a sin²β ΔR u/[2(R₀+R_L)], which lowers the torque part 2a cos β of the trace by the fraction sin²β ΔR/[4 cos β (R₀+R_L)]. For the resistances used below this is 1.2×10⁻⁴. It raises the threshold by 0.0002 mA, as much as the displacement of the rest point lowers it, and it is dropped as well.

The factor I² comes from the measuring current and says nothing about stability. Dividing it out leaves

y = I²/P = y₀(1 − I/I_th),
y₀ = 4(R₀+R_L)² M_s V B₁/(R_L ΔR² sin²β kT).

The law requires that T, ΔR, η, α, M_s and the stiffness fields stay the same at both currents, and that P is the area of the whole line. A field-like torque of ±10 % of a, which makes B₁ and the rest direction depend on the current, separates the extrapolated zero from the true threshold by 0.004 to 0.005 mA.

**Answer to (a)**

Dividing the two readings removes y₀ and with it the arbitrary unit:

y₁(I_th − I₂) = y₂(I_th − I₁),
I_th = (y₁I₂ − y₂I₁)/(y₁ − y₂) = (4 × 1.5 − 2 × 1.0)/(4 − 2) mA = 2.0 mA = 2.0×10⁻³ A.

The slope is −4 units per mA and the intercept at zero current is 8 units.

Reading errors pass into the threshold. Writing I_th = I₂ + y₂(I₂−I₁)/(y₁−y₂) and differentiating,

∂I_th/∂y₁ = −y₂(I₂−I₁)/(y₁−y₂)² = −0.25 mA per unit,
∂I_th/∂y₂ = y₁(I₂−I₁)/(y₁−y₂)² = 0.50 mA per unit.

Independent standard errors of 3 % in each reading are 0.12 and 0.06 units. Each contributes 0.03 mA, and together they give 0.042 mA, about 2 % of the threshold.

If 1/P were extrapolated without the factor I², the two values would be 4/1.0² = 4 and 2/1.5² = 0.889, and their line would reach zero at 1.64 mA. That number has no meaning as a threshold, because 1/P is not linear in I.

**Answer to (b)**

Solving the threshold formula for the efficiency,

η = eα M_s V (B₁+B₂)/(ħ cos β I_th)
= (1.602×10⁻¹⁹ × 0.01 × 2.287×10⁻¹⁷ × 1.10)/(1.055×10⁻³⁴ × 0.866 × 2.0×10⁻³) ≈ 0.22.

This value inherits any error in α and in the volume, since the threshold fixes only the combination αM_s V(B₁+B₂)/(η cos β) and not η alone. The error of 0.042 mA in I_th alone spreads η from 0.216 to 0.225, and a tilt of 25° or 35° instead of 30° gives 0.211 or 0.233.

**Comparison of the estimate with the solution**

For the threshold the two agree at 2.0 mA. The estimate needed the proportionality of y to the net damping, and every unknown factor dropped out of the ratio. The full linear solution confirms this proportionality for elliptical precession up to a correction of order α². Extrapolating its numerical covariance from 1.0 and 1.5 mA gives 2.0001 mA, or 1.9999 mA when the displacement of the rest point is kept. Adding the feedback of the load current and taking the signal as the fluctuation of m·p about the displaced point gives 2.0003 mA, so the fourth decimal depends on which small terms are kept.

For the efficiency the estimate is too low, 0.127 against 0.221. The ratio is that of the two means, 0.316 T/0.55 T = 0.57. The geometric mean sets the frequency, while the arithmetic mean sets the damping.

The solution also supplies a second route to the threshold. Correlations of u decay as exp(−Γt) while oscillating, so for Γ much smaller than the angular frequency the spectral line has the full width Γ/π at half maximum. In the linear model this width is proportional to 1−r as well. At 1.0 and 1.5 mA it is 154 and 77 MHz, around a frequency of 8.9 GHz at 1.0 mA. The width does not depend on the calibration of the power, but it is more sensitive to finite amplitude than the power is, because the frequency shifts with amplitude and thermal amplitude fluctuations broaden the line. The Fokker–Planck equation of the full nonlinear model gives 155 and 86 MHz at 300 K, which extrapolate to 2.12 mA instead of 2.0 mA. At 10 K the linear widths are recovered.

**How far the linear law can be trusted**

The rms in-plane angles are 3.45° and 4.88° at the two currents, so small-angle theory is plausible. To examine it, the full nonlinear equation with thermal field and tilted reference layer was simulated, with η set to the value found above. There were 1000 independent copies for each current. The same random numbers were used at both temperatures, so the results at 10 K and 300 K are not independent of each other. At 10 K the variance of m_y, divided by the linear law, was 1.010 ± 0.015 at 1.0 mA and 1.018 ± 0.020 at 1.5 mA. The extrapolated threshold was 1.99 ± 0.02 mA. At 300 K the ratios were 1.009 ± 0.015 and 1.000 ± 0.019, and the threshold was 2.01 ± 0.03 mA. The errors are one standard error. Each ratio agrees with the linear law within about one standard error. Because of the shared random numbers, these errors do not apply to the difference between the two temperatures, and the simulation alone does not exclude a finite-amplitude effect of one or two per cent. The Fokker–Planck equation of the same model fixes its size: at 300 K the ratios are 0.9985 and 0.995, and the extrapolated threshold is 2.004 mA.

Closer to threshold the law must fail. It predicts infinite P/I² at I_th, whereas the resistance can swing by no more than ΔR. The measured y therefore stays positive and bends away from the line. Averaging damping and torque over the undamped orbits gives, at 300 K, y = 0.445 at 1.9 mA against 0.400 on the line, and 0.135 at 2.0 mA. These values count only the line at the precession frequency. The whole fluctuation of m·p, with its second harmonic and low-frequency part, gives 0.425 and 0.120, and from 1.0 and 1.5 mA it extrapolates to 1.998 mA. The same average shows that the onset is soft for this device: the current needed to sustain an in-plane orbit rises steadily with amplitude from 2.0 mA, and the out-of-plane orbits examined need more than 4 mA. The 2.0 mA is the zero of the line continued from below, and two readings alone cannot show whether the line is straight.

**The model beside a real device**

The parameters are rough values chosen to represent a metallic spin valve. The shape of this ellipse alone would give B_k = 0.046 T and B_d = 0.81 T, hence B₁ + B₂ = 1.06 T and η = 0.21. The current density at 1.5 mA is 2.1×10⁷ A/cm². With R₀ = 10 Ω, ΔR = 0.10 Ω and R_L = 50 Ω, the model emits 31 fW at 1.0 mA and 141 fW at 1.5 mA. These powers rest on the cosine law for the resistance. If the resistance follows ΔR sin²(θ/2)/[1 + χ cos²(θ/2)] instead, with θ the angle between the layers, the slope at 30° is smaller, and χ = 1 gives 9.0 and 40.5 fW. In the linear model this changes y₀ but not the extrapolated threshold. At finite amplitude the curvature of this law adds a u³ term to the line. At 300 K with χ = 1 it lowers the extrapolated zero by about 0.005 mA, from 2.004 mA to just below 2.0 mA.

Real devices break the assumption of constant temperature. A deliberately pessimistic thermal resistance of 10⁶ K/W gives heating by 10 K and 22.5 K. Since U is proportional to T, each reading must be multiplied by its temperature over 300 K. The corrected readings are 4.13 and 2.15, and the threshold moves to 2.04 mA. For an all-metal pillar whose contacts stay at T₀ = 300 K, the Wiedemann–Franz law gives the peak temperature by T² = T₀² + V²/(4L), with V the voltage across the 10 Ω and L the Lorenz number. The heating is then only 1.7 K and 3.8 K, and the threshold moves to 2.007 mA. This correction leaves out changes of the magnetization and of η with temperature.

An imperfectly subtracted background can shift the result more than this. The thermal noise power kT times the linewidth at 1.0 mA is 638 fW, about twenty times the signal integrated over the whole line. If 1 % of it, 6.4 fW, remained in both values of P, the weaker signal would be inflated more in proportion, and the line would reach zero at 2.18 mA instead of 2.0 mA. The 638 fW is the power available to a matched load. The 10 Ω device delivers 355 fW of its own noise to 50 Ω, eleven times the signal, and 1 % of that gives 2.09 mA. These figures understate the difficulty, because they count the noise in one linewidth and the signal over the whole line. A window of width W holds only the fraction (2/π) arctan(W/FWHM) of a Lorentzian line: for W = 154 MHz, 50 % at 1.0 mA and 70 % at 1.5 mA. The wider line loses more, so a fixed window by itself lowers the extrapolated zero, to 1.775 mA for 154 MHz, 1.952 mA for 1 GHz and 1.988 mA for 4 GHz, for the linear widths and a window centred on each line. At 300 K the line is broadened and its peak moves by about 14 MHz between the two currents, which changes the first value to 1.78 to 1.79 mA and leaves the other two as they are. A wider window admits more noise: kTW for 1 GHz is about 146 times the signal inside it at 1.0 mA, and the part of it that 10 Ω delivers to 50 Ω is about 81 times the signal. For signals this weak, the background and the integration window deserve attention before the fit does.

The current also produces an Oersted field, about 6 mT at the edge at 1.5 mA, against B₁ = 100 mT. It circulates around the pillar and favours nonuniform motion, which a macrospin cannot describe. Its effect on the threshold has not been calculated here. The dependence of η on the angle between the layers was also left out. With a tilted reference layer its slope enters the trace of A, so the law stays linear in I but the inferred η changes. Slonczewski's angular form with spin polarization 0.2 to 0.5 lowers it by 4.5 to 6 %, to about 0.21.

Computed values

```
readings: y = 4.0 at 1.0 mA, 2.0 at 1.5 mA (arb. units)
slope of y: -4.000 arb. units per mA
intercept of y at zero current: 8.000 arb. units
extrapolated threshold current: 2.000 mA = 2.00e-03 A
wrong threshold from 1/P without I^2: 1.643 mA
threshold error for 3 % error per reading: 0.042 mA
same error from random sampling: 0.043 mA
free layer: 130 x 70 x 4 nm, ellipse
saturation magnetization: 800 kA/m; damping: 0.010
magnetic moment of free layer: 2.287e-17 A m^2
applied, anisotropy, demagnetizing field: 0.08, 0.02, 0.90 T
stiffness fields B1, B2: 0.10, 1.00 T
tilt of reference layer: 30 deg; temperature: 300 K
resistance, its full change, load: 10, 0.10, 50 ohm
spin-torque efficiency implied by threshold: 0.2207
current density at 1.5 mA: 2.10e+07 A/cm2
threshold from stability of full torque: 2.00000 mA
same with tilted reference layer: 1.99976 mA
largest error of simple variance law, 0 to 1.9 mA: 0.022 %
threshold extrapolated from numeric covariance: 2.00008 mA
precession frequency at 1.0 mA: 8.862 GHz
linewidth (FWHM) at 1.0, 1.5 mA: 154.1, 77.1 MHz
rms in-plane angle at 1.0, 1.5 mA: 3.45, 4.88 deg
emitted power at 1.0, 1.5 mA: 31.4, 141.5 fW
ratio of I^2/P at the two currents: 1.9998
simulation 10 K, variance/linear law at 1.0 mA: 1.010 +- 0.015
simulation 10 K, variance/linear law at 1.5 mA: 1.018 +- 0.020
simulation 10 K, extrapolated threshold: 1.992 +- 0.024 mA
simulation 300 K, variance/linear law at 1.0 mA: 1.009 +- 0.015
simulation 300 K, variance/linear law at 1.5 mA: 1.000 +- 0.019
simulation 300 K, extrapolated threshold: 2.009 +- 0.025 mA
assumed thermal resistance: 1.0e+06 K/W
Joule heating at 1.0, 1.5 mA: 10.0, 22.5 K
threshold after correcting readings for heating: 2.042 mA
Oersted field at the edge at 1.5 mA: 6.29 mT
static m_y, m_z from tilted layer at 1.5 mA: 9.82e-05, -2.38e-03
thermal noise kT x linewidth at 1.0 mA: 638 fW
background left if 1 % of it remains: 6.38 fW
threshold read with that background left in: 2.178 mA
```
